# Choosing Linewidth Spacing in an Interpolated Reflectance Library

## What fixes the form of the answer

A scatterometer can determine a linewidth by comparing measured reflectances with values computed in advance on a grid of linewidths. The setting discussed here is the spacing \(h\) of that grid when values between nodes are interpolated linearly.

Let \(R(w)\) be the reflectance at linewidth \(w\). Linear interpolation reproduces every constant and every straight line, so for a smooth signal its leading error can involve neither \(R\) nor \(R'\), only \(R''\). Reflectance has no unit and \(R''\) has unit length\(^{-2}\). The only length supplied by the grid is \(h\), so the signal error must scale as \(h^2R''\).

The linewidth bias is a length, and it cannot change if signal and grid values are multiplied by the same constant. Dividing by the slope gives the form

\[
\text{bias}\sim h^2\frac{R''}{R'} .
\]

Reversing the direction of the linewidth axis changes the sign of both sides, as it should. The argument leaves open the numerical factor, the sign and the way several wavelengths combine.

## From curvature to signal error

Let channel \(j\) be one wavelength, with reflectance \(R_j(w)\) twice differentiable. In the cell from \(w_i\) to \(w_{i+1}=w_i+h\), write \(w=w_i+th\) with \(0\le t\le1\). Let \(L_j\) be the linear interpolant and define \(e_j=L_j-R_j\).

For a fixed interior \(w\), consider

\[
g(x)=R_j(x)-L_j(x)-C(x-w_i)(x-w_{i+1}),
\]

with \(C\) chosen so that \(g(w)=0\). The function also vanishes at both nodes. Between its three zeros \(g'\) vanishes at least twice, so \(g''\) vanishes at some \(\xi_j\) in the cell. Since \(L_j''=0\), this gives \(C=R_j''(\xi_j)/2\). Setting \(x=w\), and using \((w-w_i)(w-w_{i+1})=-t(1-t)h^2\), we obtain

\[
e_j(w)=\frac{t(1-t)h^2}{2}R_j''(\xi_j).
\]

The maximum of \(t(1-t)\) is \(1/4\), at the cell centre. If \(|R_j''|\le M_j\) over the range,

\[
|e_j|\le\frac{h^2M_j}{8}.
\]

A quadratic signal reaches this bound at the centre, so the factor \(1/8\) cannot be lowered in general.

## From signal error to linewidth bias

Suppose the measured signal is noise-free and equals \(R_j(w)\). The fit minimizes the equally weighted sum of squared differences over a trial linewidth \(x\). Within the cell each interpolant is a straight line with chord slope

\[
b_j=\frac{R_j(w_{i+1})-R_j(w_i)}{h}.
\]

Hence \(L_j(x)=L_j(w)+b_j(x-w)\), and the misfit is

\[
S(x)=\sum_j\left[e_j(w)+b_j(x-w)\right]^2 .
\]

Let \(\delta=x-w\) at the minimum. Setting the derivative to zero gives

\[
2\sum_j b_j(e_j+b_j\delta)=0,
\qquad
\delta=-\frac{\sum_j b_je_j}{\sum_j b_j^2}.
\]

No linearization of \(R_j\) was needed, because the fitted function is itself linear in the cell. The result requires a nonzero denominator and a minimum that lies in this cell.

Taking absolute values and inserting the interpolation remainder gives

\[
|\delta|\le\frac{t(1-t)h^2K}{2}\le\frac{h^2K}{8},
\qquad
K=\max_{\rm cells}\frac{\sum_j|b_j|M_j}{\sum_jb_j^2}.
\]

For a bias budget \(B\), the spacing rule is therefore

\[
h\le\sqrt{\frac{8B}{K}} .
\]

The chord slopes depend on the grid, so \(K\) depends on \(h\). The rule is first used with estimated slopes and then verified with the chords of the finished grid.

The minimum must also stay between its nodes. The distance from \(w\) to the nearer node is \(h\min(t,1-t)\), and \(t(1-t)\le\min(t,1-t)\). Thus

\[
|\delta|\le h\min(t,1-t)\,\frac{hK}{2},
\]

and \(hK<2\) is sufficient. This does not exclude a better match in another cell, since two linewidths may have similar spectra. A search over the whole range has to settle that question.

If channel \(j\) has noise \(\sigma_j\), the usual weighted fit divides each squared difference by \(\sigma_j^2\). This is the same as replacing \(R_j\) by \(R_j/\sigma_j\) from the start. Then \(b_j\), \(e_j\) and \(M_j\) are all divided by \(\sigma_j\), and the formulas above hold for the scaled quantities.

## Two limiting cases

**One monotone channel.** Here the fit solves \(L(w+\delta)=R(w)\). Therefore

\[
|R(w+\delta)-R(w)|=|R(w+\delta)-L(w+\delta)|\le\frac{h^2M}{8}.
\]

If \(|R'|\ge m>0\), the mean-value theorem makes the left side at least \(m|\delta|\), so

\[
|\delta|\le\frac{h^2M}{8m}.
\]

To see what happens near a turning point \(w_0\), take \(R=a(w-w_0)^2/2\) plus a constant. In a cell with centre \(c\), the chord slope is \(a(c-w_0)\) and the central signal error is \(ah^2/8\). The bias at the centre is

\[
\delta=-\frac{h^2}{8(c-w_0)}.
\]

This holds while \(|\delta|\le h/2\), that is for \(|c-w_0|\ge h/4\). Closer to the turning point the fit stops at the node nearer \(w_0\), and the bias at the centre is \(h/2\) in magnitude. In the cell that begins at the turning point, \(c-w_0=h/2\) and \(\delta=-h/4\). The bias there falls only in proportion to \(h\), and \(hK=2\), the edge of the safe condition. This is the most favourable placement: the cell that contains the turning point has \(|c-w_0|\le h/2\), so \(hK=h/|c-w_0|\ge2\) for every spacing. Such a channel also gives the same signal at \(w\) and \(2w_0-w\). Other channels with nonzero slope are needed.

**Several channels on a fine grid.** To leading order, \(b_j\) becomes \(R_j'(w)\) and \(R_j''(\xi_j)\) becomes \(R_j''(w)\). Define \(\|R'\|=(\sum_jR_j'^2)^{1/2}\). Since

\[
\sum_jR_j'R_j''=\frac12\frac{d}{dw}\|R'\|^2
=\|R'\|\frac{d\|R'\|}{dw},
\]

the bias becomes

\[
\delta\simeq-\frac{t(1-t)h^2}{2}\frac{d\ln\|R'\|}{dw}.
\]

It is negative where the total sensitivity grows with linewidth. Channels can have curvature and still produce little bias, because products \(R_j'R_j''\) of opposite sign cancel. The bound ignores this cancellation.

## Reflectance model for the example

The example is a resist grating on silicon with pitch \(p=200\) nm and line height \(d=200\) nm. The linewidth range is 80 to 120 nm. Light arrives normally from air at six wavelengths from 450 to 700 nm, with its electric field along the lines. The resist index is 1.6; the silicon index falls from \(4.70+0.10i\) to \(3.80+0.01i\) over the band. These indices are rough typical values.

With time dependence \(e^{-i\omega t}\) and \(z\) pointing downward, expand the field in \(e^{ik_mx}\), where \(k_m=2\pi m/p\). The equation \(E_{xx}+E_{zz}+k_0^2\varepsilon E=0\), with \(k_0=2\pi/\lambda\), becomes

\[
\mathbf E''=-Q^2\mathbf E,\qquad
(Q^2)_{mn}=k_0^2\varepsilon_{m-n}-k_m^2\delta_{mn}.
\]

For a line of index \(n\) centred in the period,

\[
\varepsilon_m=\delta_{m0}+(n^2-1)\frac{\sin(\pi mw/p)}{\pi m},
\]

where the fraction means \(w/p\) at \(m=0\). Orders from \(-10\) to 10 are kept.

Let \(K_s\) and \(K_a\) be the diagonal matrices of vertical wave numbers in substrate and air, with nonnegative imaginary parts. At the layer bottom, let \(\mathbf u\) be the downward and \(\mathbf c\) the upward amplitude. Continuity of \(E\) and \(E_z\) gives \(Q(\mathbf u-\mathbf c)=K_s(\mathbf u+\mathbf c)\), hence

\[
\mathbf c=\rho\mathbf u,\qquad \rho=(Q+K_s)^{-1}(Q-K_s).
\]

Carrying both waves to the top gives the round-trip matrix \(P=e^{iQd}\rho e^{iQd}\). There \(\mathbf E=(1+P)\mathbf a\) and \(\mathbf E'=iQ(1-P)\mathbf a\), where \(\mathbf a\) is the downward amplitude. Thus \(\mathbf E'=iG\mathbf E\) with

\[
G=Q(1-P)(1+P)^{-1}.
\]

In air, the incident and reflected amplitudes satisfy \(K_a(\mathbf i-\mathbf r)=G(\mathbf i+\mathbf r)\). Therefore

\[
\mathbf r=(K_a+G)^{-1}(K_a-G)\mathbf i,\qquad R=|r_0|^2 ,
\]

for unit incident amplitude in order zero. The pitch is below every wavelength used, so no other order propagates in air.

At 500 nm wavelength and 100 nm linewidth this gives \(R=0.37503\). A separate finite-difference solution in real space, on a grid of 5 nm by 2 nm, gives 0.37499. Their difference is comparable with the interpolation errors below. The comparison supports the solver, but the interpolation test rests on using one solver consistently.

## Setting the spacing

We allow \(B=0.020\) nm for interpolation bias. A pilot calculation every 2 nm, extended one step beyond each end, supplies central-difference slopes and second differences. A second difference is a weighted average of \(R''\) over its interval, so it can miss the true maximum. The sampled maxima are therefore enlarged by 10%. This guard is a precaution, not a proof.

The pilot data give \(K=0.02445\) nm\(^{-1}\), with the guard included. The trial spacing is

\[
h=\sqrt{\frac{8(0.020)}{0.02445}}\ \text{nm}=2.56\ \text{nm}.
\]

The 40 nm range then needs \(40/2.56=15.6\), rounded up to 16 cells. The grid has 17 nodes and \(h=2.50\) nm. Its own chords give \(K=0.02406\) nm\(^{-1}\), so

\[
|\delta|\le\frac{(2.50)^2(0.02406)}{8}\ \text{nm}=0.0188\ \text{nm}.
\]

This meets the budget. Also \(hK=0.060\), far below 2.

Recalculation every 0.25 nm tested the curvature estimate: in every channel the new sampled maximum lay below the guarded value. At 450 nm, for example, the pilot and dense maxima were \(2.863\times10^{-5}\) and \(2.864\times10^{-5}\) nm\(^{-2}\). The largest signal error there was \(2.19\times10^{-5}\), against a bound of \(2.46\times10^{-5}\).

Noise-free signals at the same 0.25 nm interval, from 80.25 to 119.75 nm, were then fitted by a search over the full range. The largest bias was 0.0134 nm in magnitude, 71% of the bound. It occurred at 81.25 nm, the centre of the first cell, and was negative. The fitted bias and the value converted from the signal errors agreed within \(2\times10^{-5}\) nm at every tested linewidth, so no distant match took over.

The channels differ in usefulness. At 550 nm the slope changes sign within the range, so that wavelength alone cannot determine the linewidth uniquely. At 450 nm the signal is monotone on the sampled points, with smallest slope \(1.517\times10^{-3}\) nm\(^{-1}\). Dividing its signal-error bound by this slope gives

\[
\frac{2.461\times10^{-5}}{1.517\times10^{-3}}\ \text{nm}=0.0162\ \text{nm},
\]

while the largest single-channel bias found was 0.0141 nm. In this example the one channel has a smaller bias bound than all six together, yet its largest bias is slightly larger, 0.0141 nm against 0.0134 nm. The order of two bounds does not fix the order of the biases.

The leading law was tested on finer grids. Going from 2 nm to 1 nm spacing reduced the largest bias by a factor of 3.93, close to the expected 4. At 1 nm spacing the law differed from the fitted biases by less than 0.5% of the largest bias.

## Why the noise level is a different criterion

Let independent, zero-mean noise \(\eta_j\) with standard deviation \(\sigma\) be added to each channel. Replacing \(e_j\) by \(e_j-\eta_j\) in the fit adds \(\sum_jb_j\eta_j/\sum_jb_j^2\) to the linewidth. Its variance is \(\sigma^2/\sum_jb_j^2\), so for small noise

\[
\sigma_w\simeq\frac{\sigma}{\|R'\|}.
\]

At 100 nm, \(\|R'\|=0.002391\) nm\(^{-1}\). For \(\sigma=0.001\) this gives 0.418 nm; 400 fits with Gaussian noise gave 0.404 nm.

One might instead choose \(h\) so that the largest signal-error bound equals this noise. That allows 15.9 nm, or three cells of 13.3 nm. The largest bias then rises to 0.32 nm, about 16 times the budget; it occurs near 86.5 nm, where \(\sigma_w\) is about 0.49 nm. A single measurement would partly hide it. Averaging \(N\) independent measurements of the same linewidth reduces the random part as \(1/\sqrt N\) but does not remove the bias. The bias is unchanged if the signals are averaged before fitting, or if the noisy fits stay within one cell; near a node, where fits fall on chords of different slope, their mean shifts slightly. At 100 nm, for example, the three-cell bias is about 0.20 nm in magnitude, while ten measurements reduce the random part from 0.418 nm to 0.13 nm.

## What limits a real measurement

Pitch, height and linewidth here are of the size of resist gratings made by deep-ultraviolet lithography, as a rough guide; many present-day structures are smaller. Real lines do not have perfectly known height, index and shape. The following shifts are for a nominal 100 nm line, with linewidth the only fitted quantity and all else in the model held fixed:

- Resist height larger by 1 nm: \(+2.2\) nm.
- Resist index larger by 0.01: \(+2.4\) nm.
- An unmodelled 1 nm oxide of index 1.46: \(+2.2\) nm.
- Sidewalls at 88°, with the mid-height width fixed: \(-1.0\) nm.
- Focusing only in the plane across the lines, with angles weighted uniformly in \(\sin\theta\) up to 0.1: \(-0.45\) nm. A filled circular pupil of numerical aperture 0.1 gives about \(-0.6\) nm.
- Silicon index larger by 0.05: \(-0.18\) nm. This shift changes sign within the range, from about \(+0.3\) nm at 85 nm to \(-0.5\) nm at 110 nm.
- Slow linewidth variation of 2 nm rms across the spot, modelled as the mean reflectance of 98 nm and 102 nm gratings: \(+0.02\) nm. Variation from one line to the next adds coherently and can be larger; lines alternating between 98 and 102 nm give about \(+0.15\) nm.

The first three exceed the interpolation budget by more than a factor of 100. Doubling the Fourier cutoff from 10 to 20 moves the result by only 0.0015 nm. A higher cutoff also changes the last digit of the quoted curvatures and of \(K\), by about 0.1%, which does not affect the spacing. Polarizer leakage and an antireflective layer under the resist were not sized. The 0.020 nm budget is thus a limit on one numerical error, not the accuracy of the measurement. Fitting height or index together with linewidth absorbs the shift due to the fitted quantity, but the one-parameter bound does not cover such a fit, and other errors can grow. In a linearized estimate with the second quantity treated exactly, fitting the index raises the largest interpolation bias of this grid to about 0.045 nm, while fitting the height leaves it near 0.013 nm. The random part at 100 nm rises from 0.42 nm to about 1.8 nm with height fitted and about 7 nm with index fitted. With the index fitted, an unmodelled 1 nm of height shifts the linewidth by roughly 10 nm.

## Guidance for the setting

1. State the interpolation budget as a linewidth, not as a reflectance error.
2. Compute a pilot set fine enough to resolve the signal's curvature. If each computed reflectance has numerical error up to \(u\), a second difference with step \(q\) can be wrong by \(4u/q^2\); too small a step amplifies solver noise.
3. Estimate \(K\), choose \(h\le\sqrt{8B/K}\), and round the number of cells upward.
4. Recompute \(K\) from the finished chords. Add cells if \(h^2K/8>B\) or \(hK\ge2\). If all slopes vanish at one linewidth in the range, then \(|b_j|\le hM_j/2\) in that cell and \(hK\ge2\) at any spacing; more cells cannot cure this, and step 6 applies.
5. Fit computed signals at off-node linewidths over the full range, including cell centres. This tests the curvature estimate and exposes false matches.
6. If \(K\) becomes very large because all slopes nearly vanish together, add a more sensitive channel before refining the grid.

Repeat the choice when the wavelengths, polarization, weights, materials, line height or linewidth range change, since each can alter \(K\). With the same 16 cells, a height of 190 nm raises the bound to about 0.023 nm and a field across the lines raises it to about 0.028 nm, both above the budget, although the actual biases stay near 0.015 nm and 0.013 nm. The numerical output below lists the slopes, curvatures and errors for each wavelength.

## Calculated quantities

```
pitch, height: 200, 200 nm; resist index 1.6
linewidth range: 80 to 120 nm
bias budget: 0.020 nm; curvature guard: 1.10
film R at 500 nm, formula/solver: 0.227415 / 0.227415
mode index, exact/Fourier: 1.363496 / 1.363491
grating R, Fourier/grid: 0.37503 / 0.37499
channels: wavelength nm, silicon index, R at 100 nm
  450  4.70+0.10i  0.35040
  500  4.30+0.07i  0.37503
  550  4.10+0.04i  0.36801
  600  3.90+0.03i  0.33292
  650  3.85+0.02i  0.29834
  700  3.80+0.01i  0.25852
wavelength nm; pilot and dense max|R''| in 1e-5/nm^2;
  min|R'| in 1e-3/nm; signal error and bound in 1e-5; monotone
  450  2.863  2.864  1.517  2.192  2.461  True
  500  2.128  2.129  0.289  1.660  1.829  True
  550  1.388  1.389  0.001  1.085  1.193  False
  600  0.948  0.948  0.384  0.735  0.814  True
  650  1.202  1.201  0.592  0.870  1.033  True
  700  2.141  2.141  0.357  1.604  1.840  True
pilot spacing: 2.0 nm; pilot K: 0.02445 1/nm
trial spacing: 2.5579 nm; first cell count: 16
final cells: 16; nodes: 17; spacing: 2.5000 nm
certified K: 0.02406 1/nm; hK: 0.0602
bias bound: 0.01880 nm; largest bias: 0.01339 nm
worst linewidth: 81.25 nm
bias there, fit/converted: -0.013394 / -0.013394 nm
bias ratio, 2 nm to 1 nm spacing: 3.934
leading-law error / largest bias at 1 nm: 0.0044
single channel: 450 nm wavelength
single-channel bias/bound: 0.01412 / 0.01622 nm
noise per channel: 0.0010; noise-rule h: 15.937 nm
noise-rule cells: 3; used spacing: 13.333 nm
noise-rule bias/bound: 0.31881 / 0.50145 nm
slope norm at 100 nm: 0.002391 1/nm
random linewidth sigma, formula/trials: 0.4183 / 0.4038 nm
neglected effects, fitted linewidth shift at 100 nm:
  height +1 nm: +2.2319 nm
  resist index +0.01: +2.4076 nm
  silicon index +0.05: -0.1790 nm
  sidewall 88 deg: -0.9825 nm
  oxide 1 nm, index 1.46: +2.2171 nm
  focus across lines, NA 0.1: -0.4460 nm
  linewidth spread 2 nm rms: +0.0184 nm
  Fourier orders 10 to 20: +0.0015 nm
```
